# The Stochastic DFT Density from a Square-Root Fermi Filter

## 1. The filter and the sign of its samples

Let \(h\) be a fixed one-electron Hamiltonian and \(f(h)\) its matrix of Fermi–Dirac occupations. The density it defines is an average over random orbitals \(\chi\):

\[
n(r)=2\,\mathrm E\!\left[\,|\eta(r)|^2\,\right],\qquad \eta=\sqrt{f(h)}\;\chi .
\tag{1}
\]

The symbol \(\mathrm E\) denotes the mean over the draws of \(\chi\), and the factor 2 counts the two spins of each spatial orbital. One draw gives the sample density \(2|\eta(r)|^2\). It is a squared modulus, so it is nonnegative at every point and for every draw. The square root makes this compatible with the correct mean: squaring the amplitude restores one full factor of \(f\).

**Conventions.** Hartree atomic units are used. Space is a grid of \(M\) points with volume element \(\omega\), and \(h\) is a Hermitian \(M\times M\) matrix with unit eigenvectors \(u_i\) and eigenvalues \(\varepsilon_i\). An orbital normalized on the grid obeys \(\omega\sum_r|\varphi_i(r)|^2=1\), hence \(\varphi_i(r)=u_i(r)/\sqrt\omega\). The occupation function is

\[
f(\varepsilon)=\frac{1}{1+e^{(\varepsilon-\mu)/kT}},\qquad 0<f(\varepsilon)<1 ,
\tag{2}
\]

with chemical potential \(\mu\) and thermal energy \(kT>0\). Both \(h\) and \(\mu\) are held fixed while \(\chi\) is drawn. The bias that arises when the noisy density enters a nonlinear function is estimated at the end of Section 2.

### The density as a matrix diagonal

By definition, the density sums the occupied orbital densities:

\[
n(r)=2\sum_i f(\varepsilon_i)|\varphi_i(r)|^2
=\frac{2}{\omega}\sum_i u_i(r)f(\varepsilon_i)u_i^*(r)
=\frac{2}{\omega}\,f_{rr}.
\tag{3}
\]

The last step uses the spectral form \(f(h)=\sum_i f(\varepsilon_i)u_iu_i^\dagger\). The number \(f_{rr}\) is the mean occupation, per spin, of the grid point \(r\). It shrinks with \(\omega\) when the density is held fixed.

### The random orbital and the mean

Write \(\chi(r)=s_r/\sqrt\omega\), where the components \(s_r\) are independent, with \(\mathrm E[s_r]=0\) and \(\mathrm E[|s_r|^2]=1\). For \(r\ne r'\), independence gives \(\mathrm E[s_rs_{r'}^*]=\mathrm E[s_r]\,\mathrm E[s_{r'}^*]=0\). Therefore

\[
\mathrm E[s_rs_{r'}^*]=\delta_{rr'} .
\tag{4}
\]

Random signs \(s_r=\pm1\) satisfy this, as do random phases. No Gaussian distribution is needed.

Now let \(g\) be any \(M\times M\) matrix and apply it to \(\chi\). The mean squared amplitude at \(r\) is

\[
\mathrm E\!\left[|(g\chi)(r)|^2\right]
=\frac1\omega\sum_{j,l}g_{rj}\,g_{rl}^*\,\mathrm E[s_js_l^*]
=\frac1\omega\sum_j g_{rj}g_{rj}^*
=\frac{(gg^\dagger)_{rr}}{\omega}.
\tag{5}
\]

The second equality uses (4), which removes the terms with \(j\neq l\). Comparison with (3) shows that the factorization

\[
gg^\dagger=f(h)
\tag{6}
\]

is sufficient for \(2|g\chi|^2\) to have the mean \(n(r)\). The positive root \(g=\sqrt{f(h)}=\sum_i\sqrt{f(\varepsilon_i)}\,u_iu_i^\dagger\) is Hermitian and its square is \(f(h)\), so it satisfies (6). This proves (1).

How much freedom does (6) leave? Because \(f(\varepsilon)>0\), the matrix \(U=f^{-1/2}g\) exists, and \(UU^\dagger=f^{-1/2}gg^\dagger f^{-1/2}=1\). Every solution is thus \(g=\sqrt f\,U\) with \(U\) unitary. If \(g\) is to be a function of \(h\), condition (6) becomes \(|g(\varepsilon_i)|^2=f(\varepsilon_i)\) at each eigenvalue, and the remaining freedom is a phase for each energy. The positive root is the choice without such phases. It varies smoothly with energy, which matters for its evaluation below.

### Why the samples cannot be negative

One sample is the diagonal of the matrix \((2/\omega)(gs)(gs)^\dagger\). For any vector \(y\),

\[
y^\dagger(gs)(gs)^\dagger y=|y^\dagger gs|^2\ge0 .
\tag{7}
\]

A single filtered orbital thus plays the part of a one-orbital density matrix, and its diagonal is the density of one orbital, which is not normalized. An average of such densities is again nonnegative, however few are taken.

There is a direct alternative. Since \(\mathrm E[s_r(fs)_r]=\sum_jf_{rj}\mathrm E[s_rs_j]=f_{rr}\) for real signs and real \(h\), the estimator

\[
n_{\rm dir}(r)=2\,\chi(r)\,(f\chi)(r)
\tag{8}
\]

also has the mean \(n(r)\). It multiplies two different amplitudes at the same point. Their product is positive on average, but in a single draw their signs need not agree.

Two grid points and one filled orbital \(u=(a,b)\), with \(a>b>0\) and \(a^2+b^2=1\), show the difference. Here \(f=uu^{\rm T}\) is a projector, the zero-temperature limit of (2), so \(\sqrt f=f\). For \(s=(1,\pm1)\) one has \(fs=(a\pm b)\,u\). Reversing both signs of \(s\) changes neither estimator, so these two draws represent all four. At the second point, and without the common factor \(2/\omega\), the values are

\[
\text{squared: } b^2(a\pm b)^2,\qquad
\text{direct: } \pm b(a\pm b).
\tag{9}
\]

The squared values average to \(b^2(a^2+b^2)=b^2\). The direct values average to \(\tfrac12[b(a+b)-b(a-b)]=b^2\). Both means are correct, but the direct value for the lower sign is \(-b(a-b)<0\).

The two estimators do agree on the total charge of a sample. For a real symmetric root \(g=\sqrt f\),

\[
\omega\sum_r\frac2\omega\,(gs)_r^2
=2\,s^{\rm T}g^{\rm T}g\,s
=2\,s^{\rm T}f\,s
=\omega\sum_r n_{\rm dir}(r).
\tag{10}
\]

The estimators differ in how they distribute this number over space. Nonnegativity does not fix the number itself, which fluctuates from draw to draw.

### A filter without the root

If \(f\) is used as the filter and the result is squared, then (5) with \(g=f\) gives a mean density \((2/\omega)(f^2)_{rr}\). It is nonnegative but has the wrong occupations. The missing number of electrons is

\[
\Delta N=2\,\mathrm{Tr}(f-f^2)=2\sum_i f(\varepsilon_i)\,[1-f(\varepsilon_i)] .
\tag{11}
\]

Every term is positive at finite temperature. The loss vanishes when all occupations are 0 or 1, as at zero temperature with \(\mu\) in a gap. In that limit \(f\) is a projector and coincides with its own root.

A model shows the size of the loss. Ten equal wells lie on a ring, with potential \(v(x)=-\cos^2(\pi x/6)\) hartree for \(x\) in bohr. The grid spacing is \(\omega=0.5\) bohr, so \(M=120\). The kinetic energy is the three-point form \(-(\psi_{j+1}-2\psi_j+\psi_{j-1})/(2\omega^2)\). There are 20 electrons and \(kT=0.1\) hartree. These are round model parameters, and the potential is not updated.

Diagonalization, with \(\mu\) adjusted until \(2\sum_if(\varepsilon_i)=20\), gives \(\mu=-0.3999\) hartree. Levels 10 and 11 lie at \(-0.6613\) and \(-0.1884\) hartree, on the two sides of a gap, with occupations 0.9318 and 0.1077. By (11), these two levels lose

\[
2(0.9318)(0.0682)+2(0.1077)(0.8923)=0.127+0.192=0.319
\]

electrons. The sum over all levels is \(\Delta N=2.31\), so the filter \(f\) returns 17.69 electrons on average in place of 20. More random orbitals do not cure this, because it is an error of the mean. The loss is this large because \(kT=0.1\) hartree, about 31,600 K, is not small compared with the gap of 0.47 hartree. In the same model it falls to 0.007 electrons at \(kT=0.03\) hartree and below \(10^{-9}\) at 0.01 hartree. The root matters for metals and hot matter, where many occupations are fractional.

### Occupations that have no root

The construction needs \(f\ge0\). By (7), \(gg^\dagger\) has no negative eigenvalue, so (6) has no solution, for any matrix \(g\), if an occupied spectrum contains a negative weight. First-order Methfessel–Paxton smearing is such a case. With \(t\) the energy from \(\mu\) in units of the smearing width, its occupation is

\[
f_1(t)=\tfrac12\,\mathrm{erfc}(t)-\frac{t\,e^{-t^2}}{2\sqrt\pi}.
\tag{12}
\]

The derivative of the first term is \(-e^{-t^2}/\sqrt\pi\), and that of the second is \(-(1-2t^2)e^{-t^2}/(2\sqrt\pi)\). Their sum is \(-(\tfrac32-t^2)e^{-t^2}/\sqrt\pi\). For \(t>-\sqrt{3/2}\) the occupation therefore falls until \(t=\sqrt{3/2}=1.2247\), where it equals \(-0.0355\), and then rises towards zero. A level with \(f_1<0\) gives the occupation matrix a negative eigenvalue, so no filter \(g\) satisfies (6).

### Applying the root without diagonalization

A Chebyshev series applies \(\sqrt f\) to a vector through repeated products with \(h\). Let the spectrum lie in \([c-b,c+b]\), and put \(x=(\varepsilon-c)/b\). Then

\[
\sqrt{f(h)}\,\chi\simeq p(h)\chi=\sum_{k=0}^{K}c_k\,T_k\!\left(\frac{h-c}{b}\right)\chi ,
\tag{13}
\]

where the vectors \(T_k\chi\) follow from \(T_{k+1}=2xT_k-T_{k-1}\), starting with \(T_0=1\) and \(T_1=x\).

The speed of convergence is set by complex energies at which the function is singular. The denominator in (2) vanishes at \(\mu+i\pi kT(2m+1)\), with \(m\) an integer. There \(f\) has poles and \(\sqrt f\) has branch points. Put \(x=\tfrac12(u+1/u)\), so that \(T_k=\tfrac12(u^k+u^{-k})\). The nearest pair of singularities maps to \(|u|=\rho>1\), with

\[
\rho=\left|x_0+\sqrt{x_0^2-1}\right|,\qquad
x_0=\frac{\mu-c+i\pi kT}{b},
\tag{14}
\]

where the sign of the root is chosen to give \(\rho>1\). For a function \(F\) equal to \(f\) or \(\sqrt f\), the coefficient of \(u^k\) is \(c_k/2\) for \(k\ge1\). Cauchy's formula on a circle \(|u|=R\) with \(1<R<\rho\) then gives \(|c_k|\le2R^{-k}\max_{|u|=R}|F|\). Both series converge exponentially, at a rate limited by the same \(\rho\). Near the singularity \(u_0\), the pole behaves as \((1-u/u_0)^{-1}\), with power coefficients \(u_0^{-k}\). The branch point behaves as \((1-u/u_0)^{-1/2}\), whose coefficients carry a further factor \((\pi k)^{-1/2}\) at large \(k\). The root thus costs no loss of exponential rate.

In the model, the potential lies in \([-1,0]\) and the kinetic energy in \([0,2/\omega^2]=[0,8]\) hartree, so \(c=3.5\) and \(b=4.5\) hartree. Equation (14) gives \(\ln\rho=0.136\) per degree. This rate belongs to the high temperature and coarse grid of the model. It is nearly proportional to \(kT\), being 0.014 at 0.01 hartree and 0.0014 at 0.001 hartree (about room temperature), and it falls to 0.069 when the spacing is halved. The degree needed grows in inverse proportion. The decay can also be read from the computed coefficients, by comparing the largest magnitudes in degrees 40–69 and 140–169. It is 0.136 for \(f\) and, after multiplication by \(\sqrt k\), 0.135 for \(\sqrt f\).

Truncation does not endanger the sign. A real polynomial \(p\) gives samples \(2|p(h)\chi|^2\ge0\) at any degree, with mean \((2/\omega)(p^2)_{rr}\). It does leave a bias: if \(p=\sqrt f+\delta\), then \(p^2-f=2\sqrt f\,\delta+\delta^2\). At degree 20 the squared series for \(\sqrt f\) holds 20.54 electrons. The degree-20 series for \(f\) itself holds 20.28, which is closer to 20, but its lowest occupation on the model's eigenvalues is \(-0.0175\). Nonnegativity and accuracy are separate properties, and the degree must be raised until the bias is negligible.

## 2. The noise and the worked example

The grid has \(M\) points of volume \(\omega\), and \(f=f(h)\) is the occupation matrix at fixed \(h\) and \(\mu\). Its diagonal gives the density, \(n(r)=(2/\omega)f_{rr}\), and \(g=\sqrt f\) is its positive root. From here on \(h\) is real, and the random orbital is \(\chi=s/\sqrt\omega\) with independent signs \(s_r=\pm1\). The squared estimator \((2/\omega)(gs)_r^2\) and the direct estimator \((2/\omega)s_r(fs)_r\) both have the mean \(n(r)\). The first is nonnegative, and the second can take either sign. In each draw, both integrate to \(2s^{\rm T}fs\) electrons. The model is the ring of ten wells with 20 electrons, \(kT=0.1\) hartree and \(\omega=0.5\) bohr.

### Variance of the two estimators

A nonnegative estimator need not be the less noisy one, so both variances are needed. Since \(s_j^2=1\), the square of \((gs)_r=\sum_jg_{rj}s_j\) is

\[
(gs)_r^2=\sum_jg_{rj}^2+2\sum_{i<j}g_{ri}g_{rj}\,s_is_j .
\tag{15}
\]

The first sum is \((g^2)_{rr}=f_{rr}\), without noise. In the second, each product \(s_is_j\) has mean zero and variance one. The products of two different pairs are uncorrelated, because at least one sign is left unpaired in their product. The variances of the terms therefore add:

\[
\mathrm{Var}\,(gs)_r^2=4\sum_{i<j}g_{ri}^2g_{rj}^2
=2\Big[\Big(\sum_jg_{rj}^2\Big)^2-\sum_jg_{rj}^4\Big].
\tag{16}
\]

The last step uses \((\sum_ja_j)^2=\sum_ja_j^2+2\sum_{i<j}a_ia_j\) with \(a_j=g_{rj}^2\). With the prefactor \((2/\omega)^2\), the squared estimator has the variance

\[
\sigma_{\rm sq}^2(r)=\Big(\frac2\omega\Big)^2\,2\Big[f_{rr}^2-\sum_jg_{rj}^4\Big]\le2\,n(r)^2 .
\tag{17}
\]

For the direct estimator, the term \(j=r\) is free of noise because \(s_r^2=1\):

\[
s_r(fs)_r=f_{rr}+\sum_{j\ne r}f_{rj}\,s_rs_j .
\tag{18}
\]

The products \(s_rs_j\) with different \(j\) are again uncorrelated and have unit variance, so

\[
\sigma_{\rm dir}^2(r)=\Big(\frac2\omega\Big)^2\sum_{j\ne r}f_{rj}^2
=\Big(\frac2\omega\Big)^2\big[(f^2)_{rr}-f_{rr}^2\big].
\tag{19}
\]

Two limits make these formulas concrete. If all levels have the same occupation \(q\), then \(f=q\,1\) and \(g=\sqrt q\,1\), and both variances vanish: a filter that acts on each point separately mixes no random signs. If one orbital \(u\) is filled and the rest are empty, then \(gs=u\,(u^{\rm T}s)\). Each squared sample then has the correct shape \(u(r)^2\), multiplied by a random weight \((u^{\rm T}s)^2\) of mean one. The direct sample contains the bare random sign \(s_r\), and its shape is irregular from point to point.

### Which estimator is quieter

Dropping the fourth-power sum in (17) gives an upper bound for the squared estimator. Comparison with (19) then shows that

\[
3f_{rr}^2<(f^2)_{rr}\quad\Longrightarrow\quad\sigma_{\rm sq}(r)<\sigma_{\rm dir}(r).
\tag{20}
\]

For a projector \(f^2=f\), and the condition becomes \(f_{rr}<1/3\). A fine grid meets it, because each point then holds a small part of an electron. At finite temperature a small \(f_{rr}\) alone is not enough, since \((f^2)_{rr}<f_{rr}\). Condition (20) is still met on a fine enough grid, where \((f^2)_{rr}/f_{rr}^2\) grows as \(1/\omega\), as shown in (23) below.

The condition can fail in a small basis. Take three grid points with all states filled except the uniform one, so that \(f_{rr}=2/3\) and \(f_{rj}=-1/3\) for \(j\ne r\). This is a projector, hence \(g=f\). Without the factor \((2/\omega)^2\), the direct variance is \(2\times\tfrac19=\tfrac29\), while the squared one is

\[
2\Big[\frac49-\frac{16}{81}-\frac{2}{81}\Big]=\frac49 .
\tag{21}
\]

Here the squared estimator is the noisier of the two. Its lower noise on a fine real-space grid comes from \(f_{rr}^2\) being small compared with \((f^2)_{rr}\), as in (20), and does not follow from nonnegativity alone.

### Refining the grid

Suppose that \(f\) and \(g\) approach smooth kernels as the grid is refined, so that \(f_{rj}\simeq\omega f(r,r_j)\) and \(g_{rj}\simeq\omega g(r,r_j)\). Likewise, \((f^2)_{rr}\simeq\omega f_2(r,r)\), where \(f_2\) is the kernel of \(f^2\). Division of (17) and (19) by \(n^2=(2f_{rr}/\omega)^2\) gives

\[
\frac{\sigma_{\rm sq}^2}{n^2}=2-\frac{2\sum_jg_{rj}^4}{f_{rr}^2}
\simeq2-2\omega\,\frac{\int g(r,r')^4\,dr'}{f(r,r)^2},
\tag{22}
\]

\[
\frac{\sigma_{\rm dir}^2}{n^2}=\frac{(f^2)_{rr}}{f_{rr}^2}-1
\simeq\frac{f_2(r,r)}{\omega f(r,r)^2}-1 .
\tag{23}
\]

In (22), the sum contributes \(\omega^4\) from the four factors of \(g\), and one factor \(\omega\) is absorbed by the integral. Division by \(f_{rr}^2\propto\omega^2\) leaves one power of \(\omega\). The relative deviation of the squared estimator thus tends to \(\sqrt2\), while that of the direct estimator grows as \(\omega^{-1/2}\).

The model was diagonalized on three grids at the same \(\mu\). At a well center, the relative deviations of one sample are:

| Spacing (bohr) | Squared | Direct |
|---|---|---|
| 0.500 | 1.296 | 1.853 |
| 0.250 | 1.357 | 2.824 |
| 0.125 | 1.386 | 4.124 |

The distance of the squared entry from its limit, \(2-\sigma_{\rm sq}^2/n^2\), is 0.322, 0.159 and 0.079. It halves with the spacing, as (22) predicts. For the direct estimator, \(\sigma_{\rm dir}^2/n^2+1\) is 4.43, 8.98 and 18.01, and doubles at each step, as (23) predicts.

### Individual samples in the model

The stochastic calculation uses 4000 random-sign orbitals on the 0.5 bohr grid. The root is applied by a Chebyshev series of degree 240. The reference density comes from diagonalization of the same \(h\), so the comparison isolates the sampling noise and says nothing about the quality of the model or its grid.

At a well center, the reference density is 0.845 bohr\(^{-1}\), which corresponds to \(f_{rr}=0.845\times0.5/2=0.211\). At the top of a barrier it is 0.0332 bohr\(^{-1}\), with \(f_{rr}=0.0083\). Equations (17) and (19) give these one-sample standard deviations, in bohr\(^{-1}\):

| Point | Squared | Direct |
|---|---|---|
| Well center | 1.095 | 1.566 |
| Barrier top | 0.0451 | 0.256 |

For the squared estimator, the noise follows the density down into the barrier, as the bound \(\sqrt2\,n(r)\) requires. The deviation of the direct estimator falls more slowly. By (19) and \(f^2\le f\) it is bounded only by \(\sqrt{2n(r)/\omega}\), and at the barrier top it is nearly eight times the density. The number of orbitals needed for a given error is proportional to the variance, so the direct form needs \((1.566/1.095)^2\simeq2.0\) times as many at the well center and \((0.256/0.0451)^2\simeq32\) times as many at the barrier.

In the first draw, the lowest value of the squared sample on the grid is \(4.2\times10^{-5}\) bohr\(^{-1}\), while the direct sample falls to \(-3.08\) bohr\(^{-1}\). Over all draws and all grid points, 39 per cent of the direct values are negative. Averaging makes negative values rarer but does not exclude them. At the barrier, about \((0.256/0.0332)^2\simeq59\) direct samples are needed before the standard error has fallen to the size of the density itself.

The distinction matters when the density enters a functional. In three dimensions, the local exchange energy contains \(n^{4/3}\), which is defined there for \(n\ge0\). Squared samples can be inserted without clipping negative values, an operation that would itself alter the mean.

### Averages over many orbitals

For \(N_s\) independent draws, the variance of the average is the one-sample variance divided by \(N_s\). With (17), the relative standard error at a point is

\[
\frac{\sigma_{\rm sq}(r)}{n(r)\sqrt{N_s}}\le\sqrt{\frac{2}{N_s}} .
\tag{24}
\]

The bound contains neither the number of electrons nor the size of the system. At a fixed relative error in the local density, \(N_s\) therefore need not grow with the system. If \(h\) is sparse, and its spectral range and \(kT\) are also fixed, each filtered orbital costs a number of operations proportional to \(M\), and so does the whole density. The price is the slow decay \(N_s^{-1/2}\).

With all 4000 orbitals, the mean at the well center is 0.867 bohr\(^{-1}\), with a standard error of \(1.095/\sqrt{4000}=0.017\) bohr\(^{-1}\). It lies 1.3 standard errors above the reference. At the barrier top, the mean is 0.0327 bohr\(^{-1}\), with a standard error of 0.0007 bohr\(^{-1}\), and lies 0.8 standard errors below the reference.

The decay with \(N_s\) can be seen by dividing the draws into blocks. The root-mean-square error below is taken over all grid points and all blocks. The prediction is the square root of the grid-averaged variance divided by the block size. Values are in bohr\(^{-1}\).

| Block size, estimator | Measured | Predicted |
|---|---|---|
| 40, squared | 0.087 | 0.090 |
| 40, direct | 0.153 | 0.157 |
| 400, squared | 0.023 | 0.028 |
| 400, direct | 0.046 | 0.050 |

The entry for 400 squared samples is about a fifth below its prediction. The predicted mean-square error is an identity for independent draws, so the difference is attributed to the scatter of the measurement, which rests on ten blocks. A rough estimate treats the errors as Gaussian and assigns one independent error to each well. The ten blocks then supply 100 independent squares, and the relative scatter of their root mean square is about \(1/\sqrt{200}\), or 7 per cent. On this estimate, the observed shift is a large fluctuation, of about three standard deviations.

### The electron number

The total charge of a sample fluctuates as well. From

\[
2s^{\rm T}fs=2\,\mathrm{Tr}f+4\sum_{i<j}f_{ij}\,s_is_j
\tag{25}
\]

and the same independence of pairs, its variance is

\[
\sigma_N^2=16\sum_{i<j}f_{ij}^2
=8\Big[\mathrm{Tr}f^2-\sum_rf_{rr}^2\Big].
\tag{26}
\]

The factor 8 arises because \(\mathrm{Tr}f^2=\sum_{ij}f_{ij}^2\) counts each pair twice. Since \(f^2\le f\) and \(2\,\mathrm{Tr}f=N\), the deviation obeys \(\sigma_N\le2\sqrt N\). The relative error of the total number is thus at most \(2/\sqrt N\) per draw and shrinks for larger systems, unlike the bound for the density at one point.

In the model, \(\sigma_N=7.69\) electrons, below the bound \(2\sqrt{20}=8.94\). The first draw contains 42.9 electrons. This is three standard deviations above the mean of 20, so that draw is not typical in its total charge. After 4000 draws, the standard error of the number is \(7.69/\sqrt{4000}=0.12\) electrons.

### When the density acts back on the Hamiltonian

Equation (1) is unbiased for fixed \(h\) and \(\mu\). In a self-consistent calculation, the noisy density determines the next Hamiltonian, and \(\mu\) is often adjusted to a noisy electron number. Both dependences are nonlinear. The self-consistent bias is not computed here. Its mechanism is shown for a nonlinear function of the density at fixed \(h\) and \(\mu\). For a smooth function \(F\) of the averaged density \(\bar n=n+\delta n\) at one point, with \(\mathrm E[\delta n]=0\), expansion to second order gives

\[
\mathrm E[F(\bar n)]\simeq F(n)+\tfrac12F''(n)\,\mathrm E[\delta n^2]
=F(n)+\frac{F''(n)\,\sigma_{\rm sq}^2}{2N_s}.
\tag{27}
\]

The linear term averages to zero, but the quadratic one remains. For \(F\propto n^{4/3}\), one has \(F''=\tfrac49F/n^2\), and the relative bias is \(\tfrac29(\sigma_{\rm sq}/n)^2/N_s\). At the well center with \(N_s=40\), this amounts to \(\tfrac29(1.296)^2/40=0.009\), or about 0.9 per cent of \(n^{4/3}\) at leading order (this power is the three-dimensional exchange form, used on the one-dimensional model only as an example of a nonlinear function). The noise at the same point is much larger, but the two behave differently. Repeating the calculation with new draws and averaging the energies reduces the noise, while the bias stays until \(N_s\) within each calculation is raised. The nonnegative form of the samples does not remove this bias. It ensures only that each sample, and each average of samples with nonnegative weights, is nonnegative, so that \(n^{4/3}\) is defined for it at every point. A combination of such densities with a negative weight carries no such guarantee.
